\section*{From the Dirac-Coulomb-Breit Operator to Breit-Pauli Form, Term by Term}

\section{The question}

The $1s2p\,{}^3P$ term of helium splits into three levels, and the nuclear spin-orbit coupling alone puts them in the wrong order. The electron-electron terms of order $c^{-2}$ decide the pattern. In four-component theory they come from three operators. In Hartree units, with $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf n=\mathbf r/r$, $\mathbf s=\boldsymbol\sigma/2$ and repeated Cartesian indices summed,
\begin{align}
H&=\sum_i h_i+C+G+g,\qquad h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-Z/r_i,\\
C&=\frac1r,\quad G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\quad
g=\alpha_{1i}\alpha_{2j}\frac{\delta_{ij}-n_in_j}{2r}.
\end{align}
$G$ is the Gaunt term, $g$ the gauge term and $B=G+g$ the Breit term. The task is to find which two-component operator descends from which parent. The expansion is formal in $1/c$: momenta and potentials count as order one.

\section{One electron, one potential}

Write $\psi=(L,S)$ and $\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix}$. For a free positive-energy state with energy $\epsilon$ above $c^2$, the lower row of the Dirac equation reads $c\,\boldsymbol\sigma\cdot\mathbf p\,L=(2c^2+\epsilon)S$, so $S=\boldsymbol\sigma\cdot\mathbf p\,L/2c+O(c^{-3})$. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the norm is $\langle L|1+p^2/4c^2|L\rangle$. A two-component function $\phi$ with the same norm as $\psi$ is therefore defined, up to a unitary transformation of $\phi$, by
\begin{equation}
L=\Big(1-\frac{p^2}{8c^2}\Big)\phi,\qquad S=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\phi .
\label{map}
\end{equation}
The kinetic part becomes $\sqrt{c^4+c^2p^2}-c^2=p^2/2-p^4/8c^2+\dots$

A scalar function $f(\mathbf r)$ between two such spinors gives $L^\dagger fL+S^\dagger fS$, that is
\[
f-\frac{p^2f+fp^2}{8c^2}+\frac{\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p}{4c^2}.
\]
With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ the last product is $p_ifp_i+i\epsilon_{ijk}\sigma_kp_ifp_j$. Insert $p_if=fp_i-i\partial_if$ in the second part: $\epsilon_{ijk}p_ip_j=0$ removes the first piece and $i(-i)=1$ leaves $\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)$. The spin-free pieces combine as $-\tfrac18(p^2f-2p_ifp_i+fp^2)=-\tfrac18[p_i,[p_i,f]]=+\tfrac18\nabla^2f$. The charge vertex is
\begin{equation}
f\;\to\; f+\frac{\nabla^2f}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)}{4c^2}.
\label{charge}
\end{equation}
For $f=-Z/r$ one has $\nabla^2f=4\pi Z\delta(\mathbf r)$ and $\nabla f=Z\mathbf r/r^3$, which give the Darwin term $\pi Z\delta/2c^2$ and the spin-orbit term $Z\,\mathbf l\cdot\mathbf s/2c^2r^3$.

\emph{Limits.} A constant $f$ is unchanged, as the norm demands. For hydrogenic $1s$, $p^2\phi=(2Z/r-Z^2)\phi$ with $\langle r^{-1}\rangle=Z$ and $\langle r^{-2}\rangle=2Z^2$ gives $\langle p^4\rangle=(8-4+1)Z^4=5Z^4$, and $|\phi(0)|^2=Z^3/\pi$. The shift is $(-\tfrac58+\tfrac12)Z^4/c^2=-Z^4/8c^2$, the $c^{-2}$ term of the Dirac level $c^2(\sqrt{1-Z^2/c^2}-1)$.

\section{What the projection discards}

Equation \eqref{map} keeps positive-energy states only, so the size of the discarded couplings is needed. For momentum $\mathbf p$ the positive and negative spinors are $u=(1,\boldsymbol\sigma\cdot\mathbf p/2c)$ and $v=(-\boldsymbol\sigma\cdot\mathbf p/2c,1)$ at leading order. With $\mathbf p'=\mathbf p+\mathbf q$,
\[
u'^\dagger v=\frac{\boldsymbol\sigma\cdot\mathbf q}{2c},\qquad u'^\dagger\boldsymbol\alpha\,v=\boldsymbol\sigma+O(c^{-2}),\qquad u'^\dagger\boldsymbol\alpha\,u=O(c^{-1}).
\]
A second-order shift is a product of two couplings over a gap, $2c^2$ for one negative-energy electron and $4c^2$ for two. The nuclear potential, $C$ and $B$ each reach a $+-$ state at $O(c^{-1})$, so these shifts are $O(c^{-4})$; the first of them also shows that projecting with free or with nuclear-field states makes no difference at order $c^{-2}$. $C$ reaches $--$ at $O(c^{-2})$, which is harmless. $B$ reaches $--$ at order one and shifts the energy at $O(c^{-2})$. The Breit-Pauli form is thus the reduction of the projected (no-pair) operator, or of $B$ taken in first order, and not of the unprojected one. The extra term is worked out in Section \ref{pair}. The counting assumes bounded $q$; for Coulomb singularities the remainder is larger than $c^{-4}$: the nuclear shift $\int d^3r\,|\nabla V|^2/c^4\sim c^{-4}\int dr/r^2$ is cut off at $r\sim1/c$ and becomes $O(c^{-3})$, still beyond the order kept, and the singular $c^{-2}$ operators are meant for first-order use.

\section{Two electrons, Coulomb only}

Apply \eqref{charge} to $f=1/r$ once for each electron; the product of the two corrections is $O(c^{-4})$. Here $\nabla_1^2r^{-1}=\nabla_2^2r^{-1}=-4\pi\delta(\mathbf r)$, $\nabla_1r^{-1}=-\mathbf r/r^3$ and $\nabla_2r^{-1}=+\mathbf r/r^3$. With $\mathbf r_{12}=\mathbf r$, $\mathbf r_{21}=-\mathbf r$,
\begin{equation}
C\to\frac1r-\frac{\pi}{c^2}\delta(\mathbf r)+H_{\rm SSO},\qquad
H_{\rm SSO}=-\frac1{2c^2}\sum_{i\ne j}\frac{\mathbf s_i\cdot(\mathbf r_{ij}\times\mathbf p_i)}{r^3}.
\end{equation}
Each vertex carries the spin and momentum of one electron, so $C$ pairs $\mathbf s_i$ with $\mathbf p_i$: it yields spin-same-orbit coupling and, at this order, no term with $\mathbf s_i\mathbf p_j$, $\mathbf s_1\mathbf s_2$ or $\mathbf p_1\mathbf p_2$.

\emph{Limit.} Hold electron 1 at the nucleus. Then $\mathbf r_{21}\times\mathbf p_2=\mathbf l_2$ and the term for electron 2 is $-\mathbf l_2\cdot\mathbf s_2/2c^2r^3$, which turns $Z$ into $Z-1$ in the nuclear coupling.

\section{The current vertex and the Gaunt term}

The matrix $\alpha_k$ joins $L$ to $S$, so $\psi^\dagger\alpha_kf\psi=L^\dagger\sigma_kfS+S^\dagger f\sigma_kL$. To leading order this is $(\sigma_k\sigma_jfp_j+\sigma_j\sigma_kp_jf)/2c$. The $\delta_{kj}$ parts give $\{p_k,f\}$. The antisymmetric parts give $i\epsilon_{kjl}\sigma_l(fp_j-p_jf)=i\epsilon_{kjl}\sigma_l\,(i\partial_jf)=-\epsilon_{kjl}(\partial_jf)\sigma_l=(\boldsymbol\sigma\times\nabla f)_k$. Hence
\begin{equation}
\alpha_kf\;\to\;\frac1{2c}\Big[\{p_k,f\}+(\boldsymbol\sigma\times\nabla f)_k\Big],
\label{current}
\end{equation}
a convection current plus a spin current, with corrections of order $c^{-3}$.

\emph{Limit.} Charge $-1$ in a field enters as $\boldsymbol\alpha\cdot\mathbf A$. For $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, $\{p_k,A_k\}=2\mathbf A\cdot\mathbf p=\mathbf B\cdot\mathbf l$ and $(\boldsymbol\sigma\times\nabla)\cdot\mathbf A=\boldsymbol\sigma\cdot\mathbf B$. The result $(\mathbf l+2\mathbf s)\cdot\mathbf B/2c$ is the Zeeman coupling with spin factor 2.

Apply \eqref{current} to both electrons in $G$. The prefactor is $-1/4c^2$, and there are three kinds of product.

\emph{Spin times convection.} Put $\mathbf F=\boldsymbol\sigma_1\times\nabla_1r^{-1}=-\boldsymbol\sigma_1\times\mathbf r/r^3$. Then $\{p_{2k},F_k\}=2\mathbf F\cdot\mathbf p_2-i\nabla_2\cdot\mathbf F$, and $\nabla_2\cdot\mathbf F=-\nabla_1\cdot(\boldsymbol\sigma_1\times\nabla_1r^{-1})=0$ because $\epsilon_{klm}\partial_k\partial_m=0$. So the term is $+(\boldsymbol\sigma_1\times\mathbf r)\cdot\mathbf p_2/2c^2r^3=\mathbf s_1\cdot(\mathbf r_{12}\times\mathbf p_2)/c^2r^3$. Using $\mathbf r_{12}=-\mathbf r_{21}$ and adding the partner with $1\leftrightarrow2$,
\begin{equation}
H_{\rm SOO}=-\frac1{c^2}\sum_{i\ne j}\frac{\mathbf s_j\cdot(\mathbf r_{ij}\times\mathbf p_i)}{r^3}.
\end{equation}
\emph{Limit.} A charge $-1$ at $\mathbf r_2$ with velocity $\mathbf p_2$ makes the Biot-Savart field $\mathbf B=-\mathbf p_2\times\mathbf r_{12}/cr^3$ at $\mathbf r_1$. The Zeeman energy $\mathbf s_1\cdot\mathbf B/c$ equals $\mathbf s_1\cdot(\mathbf r_{12}\times\mathbf p_2)/c^2r^3$, in sign and size. Its coefficient is twice that of $H_{\rm SSO}$.

\emph{Spin times spin.} With $\nabla_2=-\nabla_1\equiv-\nabla$ on functions of $\mathbf r$ and the identity $(\mathbf a\times\nabla)\cdot(\mathbf b\times\nabla)=\mathbf a\cdot\mathbf b\,\nabla^2-\mathbf a\cdot\nabla\,\mathbf b\cdot\nabla$, the term is
\[
\frac1{4c^2}\big[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\nabla^2-\sigma_{1i}\sigma_{2j}\partial_i\partial_j\big]\frac1r .
\]
Away from the origin $\partial_i\partial_jr^{-1}=(3n_in_j-\delta_{ij})/r^3$, whose angular average is zero. The integral of $\partial_i\partial_jr^{-1}$ over a small ball is an isotropic tensor with trace $-4\pi$, hence $-\tfrac{4\pi}3\delta_{ij}$. So $\partial_i\partial_jr^{-1}=(3n_in_j-\delta_{ij})/r^3-\tfrac{4\pi}3\delta_{ij}\delta(\mathbf r)$, with angles integrated first. The contact coefficient is $-4\pi+\tfrac{4\pi}3=-\tfrac{8\pi}3$, and $\sigma\sigma/4=ss$:
\begin{equation}
H_{\rm SS}=\frac{\mathbf s_1\cdot\mathbf s_2-3\,\mathbf s_1\cdot\mathbf n\,\mathbf s_2\cdot\mathbf n}{c^2r^3}-\frac{8\pi}{3c^2}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).
\end{equation}
\emph{Limit.} At $r>0$ this is the energy of two dipoles $-\mathbf s_i/c$, the moments found in the Zeeman limit.

\emph{Convection times convection.} The term is $-\{p_{1k},\{p_{2k},r^{-1}\}\}/4c^2$, and its ordering is clearest in momentum space. Write $f(\mathbf r)=\int d^3q\,(2\pi)^{-3}\tilde f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$. The exponential takes $\mathbf p_1,\mathbf p_2$ to $\mathbf p_1'=\mathbf p_1+\mathbf q$, $\mathbf p_2'=\mathbf p_2-\mathbf q$; a momentum standing left of $f$ becomes primed, and $r^{-1}\leftrightarrow4\pi/q^2$, $\delta\leftrightarrow1$. Multiplying out,
\begin{align}
(p_1+p_1')_i(p_2+p_2')_j-2(p'_{1i}p_{2j}+p_{1i}p'_{2j})&=(p_1-p_1')_i(p_2-p_2')_j\nonumber\\
&=-q_iq_j .
\label{order}
\end{align}
The trace of \eqref{order}, times $-4\pi/4c^2q^2$, gives
\begin{equation}
H^{G}_{\rm OO}=-\frac1{2c^2}\Big[p_{1k}\frac1rp_{2k}+p_{2k}\frac1rp_{1k}\Big]+\frac{\pi}{c^2}\delta(\mathbf r).
\label{oog}
\end{equation}
The delta function here depends on the ordering chosen for the bracket; the sum does not.

\section{The gauge term}

Since $\partial_ir=n_i$ and $\partial_jn_i=(\delta_{ij}-n_in_j)/r$, and $\nabla_2=-\nabla_1$,
\begin{equation}
g=\alpha_{1i}\alpha_{2j}K_{ij},\qquad K_{ij}=-\tfrac12\partial_{1i}\partial_{2j}r=\tfrac12\partial_i\partial_jr .
\end{equation}
The kernel is a double gradient. When the spin current of \eqref{current} acts on it, it gives $(\boldsymbol\sigma_1\times\nabla_1)_i\,\partial_{1i}(\dots)=0$, and likewise for electron 2. Every product containing a spin current vanishes, so at order $c^{-2}$ the gauge term has no spin-orbit or spin-spin part. What remains is $\{p_{1i},\{p_{2j},K_{ij}\}\}/4c^2$. From $\nabla^2r=2/r$ one has $-q^2\tilde r=8\pi/q^2$, so $\tilde r=-8\pi/q^4$ and $\tilde K_{ij}=\tfrac12(-q_iq_j)(-8\pi/q^4)=4\pi q_iq_j/q^4$. Contracting \eqref{order} with $\tilde K_{ij}/4c^2$, the piece $-q_iq_j$ gives $-\pi/c^2$:
\begin{equation}
H^{g}_{\rm OO}=\frac1{4c^2}\Big[p_{1i}\frac{\delta_{ij}-n_in_j}{r}p_{2j}+{\rm h.c.}\Big]-\frac{\pi}{c^2}\delta(\mathbf r).
\label{oogauge}
\end{equation}
In the sum of \eqref{oog} and \eqref{oogauge} the delta functions cancel, and the kernel is $-\tfrac12\delta_{ij}+\tfrac14(\delta_{ij}-n_in_j)=-\tfrac14(\delta_{ij}+n_in_j)$ over $r$. It is divergence-free: $\partial_i(\delta_{ij}/r)=-x_j/r^3$ and $\partial_i(x_ix_j/r^3)=(3+1-3)x_j/r^3$. A kernel of degree $-1$ has a derivative of degree $-2$, too weak to hide a delta function. The momenta therefore commute through the contracted index, the two orderings coincide, and
\begin{equation}
H_{\rm OO}=H^G_{\rm OO}+H^g_{\rm OO}=-\frac1{2c^2}\frac{\delta_{ij}+n_in_j}{r}\,p_{1i}p_{2j}.
\label{oo}
\end{equation}
In momentum space the total kernel is $-4\pi(\delta_{ij}-q_iq_j/q^2)/q^2$: the gauge term removes the longitudinal part of the Gaunt kernel.

\emph{Classical limit.} Equation \eqref{oo} is the velocity-dependent term of the Darwin Hamiltonian. For momenta along $\mathbf n$ it is $-p_1p_2/c^2r$, the Gaunt value, and the gauge kernel vanishes. For parallel momenta across $\mathbf n$ it is $-p_1p_2/2c^2r$, and Gaunt alone is twice too large.

\emph{Energy-transfer limit.} For local potentials $[h_2,r]=-ic\,\boldsymbol\alpha_2\cdot\nabla_2r$, and a second commutator with $h_1$ gives $-c^2\alpha_{1i}\alpha_{2j}\partial_{1i}\partial_{2j}r$. Thus $g=[h_1,[h_2,r]]/2c^2$ without any expansion. The reduced symbol agrees: $\mathbf q\cdot(\mathbf p_1+\mathbf p_1')=p_1'^2-p_1^2=2\Delta T_1$ and $\mathbf q\cdot(\mathbf p_2+\mathbf p_2')=-2\Delta T_2$, so it equals $-4\pi\Delta T_1\Delta T_2/c^2q^4$. For free particles that conserve energy, $\Delta T_1=-\Delta T_2=\omega$, and this is $4\pi\omega^2/c^2q^4$, the first correction in $4\pi/(q^2-\omega^2/c^2)$, which is the kernel of the scalar wave equation at frequency $\omega$. There the gauge term is the leading retardation of the charge-charge interaction, and it vanishes when no energy is transferred.

\section{Without projection}\label{pair}

At leading order the momenta can be dropped against the gap. At fixed $\mathbf r$ the $LL$ components lie at energy $0$ and the $SS$ components at $-4c^2$, and $B$ connects them through $-b/r$ with $b=\tfrac12(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+\boldsymbol\sigma_1\cdot\mathbf n\,\boldsymbol\sigma_2\cdot\mathbf n)$. The upper states move up by $b^2/4c^2r^2$. Take $\mathbf n$ along $z$ and set $X=\sigma_{1x}\sigma_{2x}$, and $Y$, $W$ likewise for $y$, $z$. They commute, square to one, and $XY=(i\sigma_{1z})(i\sigma_{2z})=-W$, cyclically. Then $4b^2=(X+Y+2W)^2=6-2W-4X-4Y=6-4\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+2W$, so
\begin{equation}
H_{\rm pair}=\frac{3-2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+\boldsymbol\sigma_1\cdot\mathbf n\,\boldsymbol\sigma_2\cdot\mathbf n}{8c^2r^2}.
\end{equation}
Gaunt alone has $(X+Y+W)^2=3-2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ and gives $(3-2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/4c^2r^2$. Stopping at second order in $b/r$ needs $1/r\ll c^2$. Dropping the momenta is the stricter condition: the kernel at distance $r$ carries momenta $q\sim1/r$, and $cq\ll c^2$ requires $r\gg1/c$. The region $r<1/c$ contributes at most $\int d^3r/c^2r^2\sim c^{-3}$ times the pair density at contact, beyond the order kept.

\emph{Limit.} The eigenvalues of $b$ are $-2$ for the singlet, $1$ for triplets with projection $\pm1$ on $\mathbf n$, and $0$ for projection $0$. Then $b^2/4$ is $1$, $\tfrac14$, $0$, the shifts in units of $1/c^2r^2$, and the formula gives $\tfrac{3+6-1}8$, $\tfrac{3-2+1}8$, $\tfrac{3-2-1}8$. The term has no place in the Breit-Pauli operator, for two reasons. The derivation treats the negative-energy states as empty, whereas in hole theory they are filled. It also uses the instantaneous $B$ outside its range: as the energy-transfer limit showed, $B$ rests on expanding $4\pi/(q^2-\omega^2/c^2)$ for $\omega/c\ll q$, whereas here each electron changes its energy by $2c^2$, so $\omega/c=2c\gg q$.

\section{Multiplet rules for $1s2p$}

Write $H_{\rm SSO}=\sum_i\mathbf a_i\cdot\mathbf s_i$ and $H_{\rm SOO}=2\sum_{i\ne j}\mathbf a_i\cdot\mathbf s_j$, with $\mathbf s_{1,2}=\tfrac12(\mathbf S\pm\boldsymbol\Delta)$. The operator $\boldsymbol\Delta=\mathbf s_1-\mathbf s_2$ is odd under spin exchange and connects only singlet with triplet, while $\mathbf S$ conserves $S$. Exchanging the spins keeps $\mathbf S$ and reverses $\boldsymbol\Delta$, so $H_{\rm SOO}=2H_{\rm SSO}$ within a triplet and $-2H_{\rm SSO}$ between singlet and triplet.

Within ${}^3P$ the Wigner-Eckart theorem makes a spin-orbit term $A\,\mathbf L\cdot\mathbf S$, with $\mathbf L\cdot\mathbf S=\tfrac12J(J+1)-2=-2,-1,1$ for $J=0,1,2$. The dipolar term is the contraction of the traceless symmetric parts of $L_iL_j$ and $S_iS_j$. The antisymmetric parts contribute $\tfrac14[L_i,L_j][S_i,S_j]=-\tfrac12\mathbf L\cdot\mathbf S$ to $(\mathbf L\cdot\mathbf S)^2$ and the traces $L^2S^2/3=\tfrac43$. The contraction is $(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac43=\tfrac53,-\tfrac56,\tfrac16$, the pattern $D\,(10,-5,1)$. Spin-free terms do not split the term, and delta terms vanish on the antisymmetric spatial function.

The orbit-orbit pieces act through the transition current $\mathbf j_{ac}=-\tfrac i2(\phi_a^*\nabla\phi_c-\phi_c\nabla\phi_a^*)$. It is zero for $a=c=1s$, so the direct integrals vanish and singlet and triplet shifts are $\pm$ the exchange integral. Since $\mathbf j_{ps}=\mathbf j_{sp}^*$, that integral is $-c^{-2}\int d^3q\,(2\pi)^{-3}4\pi|\tilde{\mathbf j}|^2/q^2<0$ for Gaunt and the same with $+|\hat{\mathbf q}\cdot\tilde{\mathbf j}|^2$ for gauge. The triplet is raised by Gaunt and lowered by gauge, by no more than it was raised.

\section{Helium $1s2p$ in numbers}

The orbitals are Hartree-Fock orbitals of the ${}^3P$ term for a fixed point nucleus, in eight $s$ and eight $p$ Gaussians with exponents in geometric series, $0.150$ to $328.05$ and $0.012$ to $16.19$ bohr$^{-2}$. They give $E=-2.1312$ hartree, exchange integral $K_{sp}=0.006419$ hartree and $\langle r^{-3}\rangle_{2p}=0.065183$ bohr$^{-3}$. Each operator is taken in first order among the twelve determinants and projected on $S$ and $J$; ${}^1P_1$ uses the same orbitals. Two-electron integrals are done by Gauss quadrature in the weighted centre and the relative vector of each pair of Gaussian products. With $c=137.036$, $c^{-2}=53.251\times10^{-6}$. Shifts are in microhartree.
\begin{center}
\begin{tabular}{llrrrr}
parent & term & ${}^3P_0$ & ${}^3P_1$ & ${}^3P_2$ & ${}^1P_1$\\
nucleus & SO & $-3.471$ & $-1.736$ & $1.736$ & $0$\\
$C$ & Darwin & $0$ & $0$ & $0$ & $-0.521$\\
$C$ & SSO & $1.909$ & $0.955$ & $-0.955$ & $0$\\
$G$ & SOO & $3.818$ & $1.909$ & $-1.909$ & $0$\\
$G$ & SS dipolar & $2.526$ & $-1.263$ & $0.253$ & $0$\\
$G$ & SS contact & $0$ & $0$ & $0$ & $1.042$\\
$G$ & OO & $2.634$ & $2.634$ & $2.634$ & $-2.634$\\
$g$ & OO & $-0.705$ & $-0.705$ & $-0.705$ & $0.705$\\
$B$ & pair & $0.051$ & $1.243$ & $0.766$ & $6.729$
\end{tabular}
\end{center}

The $1s$ electron has no orbital momentum and $\mathbf s_2\to\mathbf S/2$, so $A_{\rm nuc}=Z\langle r^{-3}\rangle/4c^2=\tfrac12(0.065183)(53.251)=1.736$. For the singlet, $\langle\delta(\mathbf r)\rangle=3.115\times10^{-3}$ bohr$^{-3}$ gives the Darwin shift $-\pi(3.115\times10^{-3})(53.251)=-0.521$, and $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$ makes the spin contact term $+2\pi\delta/c^2=1.042$. The orbit-orbit shift of the triplet is $2.634-0.705=1.929$; Gaunt alone exceeds this by $37\%$, and $0.705/2.634=0.27$ is the longitudinal fraction of the current integral.

The total spin-orbit constant is $A=1.736-0.955-1.909=-1.128$ and $D=0.2526$. The intervals are $E_0-E_1=-A+15D=1.128+3.789=4.917$ and $E_1-E_2=-2A-6D=2.257-1.516=0.741$. At $6.580$ GHz per microhartree these are $32.4$ and $4.9$ GHz. Nucleus plus Coulomb has $A=+0.781$ and gives $-5.1$ and $-10.3$ GHz. Screening by SSO leaves the multiplet in normal order; the Gaunt term inverts it, and the gauge term changes neither interval.

\emph{Limit of a distant $2p$ electron.} With electron 1 at the nucleus and exchange dropped, SSO is $-\mathbf l\cdot\mathbf s_2/2c^2r^3$ and SOO is $-\mathbf l\cdot\mathbf s_1/c^2r^3$, so $A=(Z-1-2)\langle r^{-3}\rangle/4c^2$, negative for $Z<3$. The unit is $1.736/2=0.868$, against a computed SSO magnitude of $0.955$, larger by $10\%$ of the limit. For ${}^3P_2$ with $M=2$ the dipolar term is $\tfrac14\langle1-3\cos^2\theta\rangle\langle r^{-3}\rangle/c^2$, and $|Y_{11}|^2\propto\sin^2\theta$ gives $\langle\cos^2\theta\rangle=\tfrac15$. Then $D=0.1(0.065183)(53.251)=0.347$, against $0.253$. The limit drops the size of the core and exchange, which act in opposite directions. In the direct integrals the finite core lowers the SSO magnitude to about $0.63$ and $D$ to about $0.22$; exchange then adds about $0.32$ and $0.03$. The motion of electron 1 enters only through exchange, because the $1s$ orbital carries no current. The same limit explains the small pair entry for ${}^3P_0$. That state is $\sum_ix_it_i$, where $t_i$ is the triplet with $S_it_i=0$, so its spin has projection zero on the direction of electron 2, the case $b=0$.

Adding the pair term would change the intervals by $-7.8$ and $+3.1$ GHz, to $24.5$ and $8.0$ GHz, so projection matters at the order kept. The measured intervals are roughly $30$ and $2$ GHz. The projected result has the right order and a comparable first interval, but the second is off by more than a factor of two. It is the remainder of $-22.8+12.6+25.1-10.0$ GHz, whose magnitudes sum to $70.5$ GHz, so changes of $4\%$ in each piece, all acting in the same direction, would move it by about $3$ GHz, the size of the discrepancy. This measures only the sensitivity of the interval; the size and direction of the actual error in each piece are not computed here. Singlet-triplet mixing is not the cause: with the triplet orbitals used for both terms, the computed coupling of $22.0$ GHz across $2K_{sp}=8.4\times10^4$ GHz lowers ${}^3P_1$ by $22.0^2/(8.4\times10^4)\approx0.006$ GHz. That electron correlation supplies most of the difference is a conjecture; basis incompleteness, recoil, the anomalous magnetic moment and higher orders in $1/c$ are also left out.
